# Chebyshev degree of the Fermi function near the spectrum bottom

## Problem

In a Fermi-operator expansion the density matrix of a one-electron Hamiltonian $H$ is approximated by a polynomial in $H$. The function to be approximated is

$$f(E)=\frac{1}{1+e^{(E-\mu)/kT}},$$

and the interval $[E_{\min},E_{\max}]$ contains every eigenvalue of $H$. Write $W=E_{\max}-E_{\min}$ and $m=\mu-E_{\min}$. In a fine real-space grid or a large plane-wave basis the occupied states fill a small part of the spectrum, so that $m\ll W$.

(a) At what rate do the Chebyshev coefficients of $f$ decay? Use the Bernstein ellipse through the nearest pole of $f$.

(b) Which degree $N$ keeps the error of the truncated series below a small number $\mathrm{tol}$ on the whole interval? Compare $\mu$ near the bottom with $\mu$ at mid-band.

(c) What happens when $m$ is no longer large compared with $kT$?

(d) Evaluate the estimates for $W=20$, $m=0.2$ and $kT=0.005$ hartree with $\mathrm{tol}=10^{-6}$. These are round model parameters. The error is an absolute error in the occupation, which lies between 0 and 1.

## Solution

### The poles and the Chebyshev coefficients

Map the interval to $[-1,1]$ and introduce an angle:

$$x=\frac{2E-E_{\max}-E_{\min}}{W}=\cos\varphi,\qquad T_k(x)=\cos k\varphi .$$

The bottom of the spectrum is $x=-1$, or $\varphi=\pi$. The chemical potential sits at $x_\mu=2m/W-1$.

The Fermi function has poles where the exponential equals $-1$, at $E=\mu\pm i\pi kT(2n+1)$ with $n=0,1,2,\dots$ To write $f$ as a sum over them, set $y=(E-\mu)/kT$, so that $f=\tfrac12-\tfrac12\tanh(y/2)$. The logarithmic derivative of the product

$$\cosh\frac y2=\prod_{n\ge0}\left(1+\frac{y^2}{a_n^2}\right),\qquad a_n=(2n+1)\pi,$$

is $\tfrac12\tanh(y/2)=\sum_n 2y/(y^2+a_n^2)$. Each term splits as $2y/(y^2+a_n^2)=1/(y-ia_n)+1/(y+ia_n)$, which for real $y$ is $-2\,\mathrm{Re}\,[1/(ia_n-y)]$. Since $y=W(x-x_\mu)/(2kT)$,

$$ia_n-y=\frac{W}{2kT}(z_n-x),\qquad z_n=x_\mu+i(2n+1)\varepsilon,\qquad \varepsilon=\frac{2\pi kT}{W},$$

and therefore

$$f=\frac12+\frac{4kT}{W}\sum_{n\ge0}\mathrm{Re}\,\frac{1}{z_n-x}.$$

The real part is taken term by term, because the imaginary parts alone would not have a finite sum.

Next expand one pole term. For a point $z$ off the interval define $w$ by $z=\tfrac12(w+1/w)$ with $|w|>1$, and let $\sqrt{z^2-1}$ denote $\tfrac12(w-1/w)$. With $q=1/w$, two geometric series give

$$1+2\sum_{k\ge1}q^k\cos k\varphi=\frac{1-q^2}{1-2q\cos\varphi+q^2}.$$

Dividing numerator and denominator by $q$ turns the right side into $(w-1/w)/(w+1/w-2x)=\sqrt{z^2-1}/(z-x)$. Hence

$$\frac1{z-x}=\frac{1}{\sqrt{z^2-1}}\left[1+2\sum_{k\ge1}w^{-k}T_k(x)\right].$$

Inserted in the pole sum, this gives the coefficients of $f=\sum_k c_kT_k$ for $k\ge1$:

$$c_k=\frac{8kT}{W}\,\mathrm{Re}\sum_{n\ge0}\frac{w_n^{-k}}{\sqrt{z_n^2-1}} .$$

The decay is governed by the smallest $|w_n|$. This is an equality, so it fixes the actual decay of the coefficients and does more than bound it.

### (a) The ellipse through the nearest pole

Write $w=e^{\kappa+i\theta}$ with $\kappa>0$. Then

$$z=\cos(\theta-i\kappa)=\cos\theta\cosh\kappa+i\sin\theta\sinh\kappa .$$

At fixed $\kappa$ this traces an ellipse, the Bernstein ellipse with parameter $\rho=e^\kappa$. Its distances to $\pm1$ follow from

$$|z\mp1|^2=(\cos\theta\cosh\kappa\mp1)^2+\sin^2\theta\sinh^2\kappa=(\cosh\kappa\mp\cos\theta)^2,$$

where $\sin^2\theta\sinh^2\kappa=(1-\cos^2\theta)(\cosh^2\kappa-1)$ was used. The two distances add up to $2\cosh\kappa$, so the foci are $\pm1$. A distance in $x$ is $2/W$ times a distance in energy, and for the pole $E_0=\mu+i\pi kT$

$$\cosh\kappa=\frac{|E_0-E_{\min}|+|E_0-E_{\max}|}{W}.$$

A pole higher above the real axis is farther from both ends and has a larger $\kappa$. The pole $n=0$ therefore sets the rate.

For an explicit formula, compare real and imaginary parts of $z_0$:

$$x_\mu=\cos\theta\cosh\kappa,\qquad \varepsilon=\sin\theta\sinh\kappa .$$

If $\kappa$ is small, then $\sinh\kappa\approx\kappa$ and $\cos\theta\approx x_\mu$, so $\kappa\approx\varepsilon/\sqrt{1-x_\mu^2}$. With $x_\mu=2m/W-1$,

$$1-x_\mu^2=\frac{4m}{W}-\frac{4m^2}{W^2}=\frac{4m(W-m)}{W^2},$$

and so

$$\kappa\approx\frac{2\pi kT}{W}\,\frac{W}{2\sqrt{m(W-m)}}=\frac{\pi kT}{\sqrt{m(W-m)}} .$$

Replacing $\cosh\kappa$ by 1 changed $\sin^2\theta$ by about $x_\mu^2\kappa^2$, which is at most $\kappa^2$. This is harmless if $\kappa^2\ll1-x_\mu^2$, which near the bottom means $\pi kT\ll 2m$. The formula thus needs $\mu$ to lie many $kT$ above $E_{\min}$. When also $m\ll W$, it becomes $\kappa\approx\pi kT/\sqrt{Wm}$.

The geometric reason is visible in the imaginary part of $z$. An ellipse with small $\kappa$ has height $\kappa$ over the centre of the interval, but only $\kappa\sin\theta$ near a focus. A pole at fixed height therefore lies on a larger ellipse when it stands near an end. The same fact can be read as energy resolution. From $E=E_{\min}+\tfrac12W(1+\cos\varphi)$,

$$\left|\frac{dE}{d\varphi}\right|_{\mu}=\frac W2\sin\varphi=\sqrt{m(W-m)} .$$

A polynomial of degree $N$ is a cosine sum in $\varphi$ with frequencies up to $N$. An energy scale $\pi kT$ at $\mu$ corresponds to the angle $\pi kT/\sqrt{m(W-m)}$, which is $\kappa$. Near the bottom a given energy step covers a larger angle, and lower frequencies resolve it.

### (b) From the rate to the degree

The rate alone leaves the prefactor open. If the prefactor contained a power of $kT/W$, the degree would acquire an additional logarithm, so it has to be worked out.

Keep the nearest pole. There $\sqrt{z_0^2-1}=\sinh(\kappa+i\theta)\approx i\sin\theta$, and

$$c_k\approx\frac{8kT}{W\sin\theta}\,\mathrm{Re}\left[-i\,e^{-k(\kappa+i\theta)}\right]=-\frac{4\kappa}{\pi}\,e^{-k\kappa}\sin k\theta ,$$

because $8kT/(W\sin\theta)=(4/\pi)\,\varepsilon/\sin\theta=4\kappa/\pi$. The truncation error is $R_N=\sum_{k>N}c_k\cos k\varphi$. Use

$$\sin k\theta\cos k\varphi=\tfrac12\left[\sin k(\theta-\varphi)+\sin k(\theta+\varphi)\right].$$

Close to the chemical potential, $\eta=\theta-\varphi$ is small and the first part adds up over many $k$. Its sum is the imaginary part of a geometric series with $s=\kappa-i\eta$:

$$\sum_{k>N}e^{-ks}=\frac{e^{-(N+1)s}}{1-e^{-s}}=\frac{e^{-(N+1/2)s}}{2\sinh(s/2)}\approx\frac{e^{-(N+1/2)s}}{s}.$$

With $1/s=e^{i\arctan(\eta/\kappa)}/\sqrt{\kappa^2+\eta^2}$, and the abbreviations $L=(N+\tfrac12)\kappa$ and $t=\eta/\kappa$,

$$R_N\approx-\frac2\pi\,e^{-L}\,\frac{\sin(Lt+\arctan t)}{\sqrt{1+t^2}} .$$

The fraction cannot exceed 1 in magnitude. For large $L$ its first maximum is near $t=\pi/[2(L+1)]$, where it is about $1-t^2/2$. For $L=13.4$ this gives $t\approx0.11$ and a value of 0.994. The largest error is therefore close to

$$\max|R_N|\approx\frac2\pi\,e^{-(N+1/2)\kappa}.$$

The factor $\kappa$ in the coefficients has cancelled against the roughly $1/\kappa$ terms that add in phase, so no additional logarithm of $W/kT$ appears.

Two pieces were left out. The part with $\theta+\varphi\approx2\theta$ does not add in phase. Its sum has magnitude about $e^{-L}/(2\sin\theta)$ instead of $e^{-L}/\kappa$. The ratio is $\kappa/(2\sin\theta)$, and with $\sin\theta\approx2\sqrt{m/W}$ it becomes $\pi kT/(4m)$ near the bottom. The next pole has a rate of about $3\kappa$, so its contribution is smaller by about $e^{-2L}$. This is negligible for small $\mathrm{tol}$.

Setting the largest error equal to $\mathrm{tol}$ gives

$$N\approx\frac{\ln[2/(\pi\,\mathrm{tol})]}{\kappa}-\frac12 .$$

For $\pi kT\ll m\ll W$ the rate from part (a) yields, with the $\tfrac12$ dropped,

$$N\approx\ln\!\left(\frac{2}{\pi\,\mathrm{tol}}\right)\frac{\sqrt{W(\mu-E_{\min})}}{\pi kT}.$$

At mid-band, $m=W/2$ and $\sqrt{m(W-m)}=W/2$, so

$$N_{\rm mid}\approx\ln\!\left(\frac{2}{\pi\,\mathrm{tol}}\right)\frac{W}{2\pi kT},\qquad \frac{N}{N_{\rm mid}}\approx2\sqrt{\frac mW}.$$

The statement "$\sqrt{Wm}/kT$ rather than $W/kT$" has to be read with $m$ held fixed. Refining a grid does this: the occupied states hardly move while the top of the spectrum rises. For the second-difference kinetic energy in one dimension with spacing $h$, a wave of wavenumber $q$ has energy $(1-\cos qh)/h^2$, which ranges from 0 to $2/h^2$. Halving $h$ multiplies $W$ by 4, and $N$ by 2. If instead $m/W$ is held fixed, $\sqrt{Wm}$ is proportional to $W$ and the degree still grows as $W/kT$, with a smaller coefficient.

### (c) Chemical potential within a few kT of the bottom

When $m$ is comparable with $\pi kT$, the step $\cos\theta\approx x_\mu$ fails. Measure the complex angle from the bottom instead, $u=(\pi-\theta)+i\kappa$, so that $z_0=-\cos u$ and $\kappa=\mathrm{Im}\,u$. Since $z_0=-1+2(m+i\pi kT)/W$ and $-\cos u\approx-1+u^2/2$ for small $u$,

$$u^2\approx\frac{4(m+i\pi kT)}{W}.$$

The root of $a+ib$ with $b>0$ has imaginary part $\sqrt{(\sqrt{a^2+b^2}-a)/2}$. Thus

$$\kappa\approx\sqrt{\frac2W}\,\sqrt{\sqrt{m^2+(\pi kT)^2}-m}\,,\qquad m,\ \pi kT\ll W .$$

For $m\gg\pi kT$ the inner difference is $(\pi kT)^2/(2m)$ to leading order, which restores $\kappa=\pi kT/\sqrt{Wm}$. The next term multiplies this by $1-(\pi kT)^2/(8m^2)$. In the opposite case $m=0$,

$$\kappa\approx\sqrt{\frac{2\pi kT}{W}},\qquad N\approx\ln\!\left(\frac{2}{\pi\,\mathrm{tol}}\right)\sqrt{\frac{W}{2\pi kT}} .$$

The degree does not vanish with $m$, as the law of part (b) would suggest. It levels off, and its dependence on temperature weakens from $1/kT$ to $1/\sqrt{kT}$. The prefactor is less certain here, because two approximations of (b) fail when $\pi-\theta$ is as small as $\kappa$: the dropped part is no longer small, and $\sqrt{z_0^2-1}$ is no longer close to $i\sin\theta$. The scaling itself comes from $\kappa$.

### (d) Numbers

The temperature parameter $kT=0.005$ hartree corresponds to 1579 K. Here $\pi kT=0.01571$ hartree, so $\pi kT/m=0.0785$ and $m/W=0.01$. Both conditions for the square-root law hold. The rate is

$$\kappa\approx\frac{0.01571}{\sqrt{0.2\times19.8}}=\frac{0.01571}{1.990}=0.00789 .$$

The logarithm is $\ln[2/(\pi\times10^{-6})]=13.364$, and with the rate from the ellipse, 0.0078875,

$$N\approx\frac{13.364}{0.0078875}-0.5\approx1694 .$$

The rate can be checked without the poles, from coefficients obtained by a cosine transform of $f$. If $c_k\propto e^{-k\kappa}\sin k\theta$, the identity $\sin^2k\theta-\sin(k+1)\theta\,\sin(k-1)\theta=\sin^2\theta$ shows that $c_k^2-c_{k+1}c_{k-1}$ decays as $e^{-2k\kappa}$ without oscillation. Comparing $k=1000$ with $k=2000$ gives $\kappa=0.0078875$, the ellipse value to the digits shown.

In the table, "measured" is the degree at which the largest error on a dense set of points falls to $10^{-6}$, while one degree less still exceeds it. At mid-band the finite spacing of the points makes this degree about two too low. "Ellipse" uses the distance formula for $\kappa$, and the last column is the square-root law.

| $m$ (hartree) | measured | ellipse | $\sqrt{Wm}$ law |
|---|---|---|---|
| 0 | 318 | 337 | – |
| 0.05 | 857 | 859 | 851 |
| 0.20 | 1696 | 1694 | 1702 |
| 0.80 | 3334 | 3334 | 3403 |
| 10 (mid-band) | 8501 | 8507 | – |

From $m=0.05$ to $0.2$ and again to $0.8$, each fourfold increase of $m$ nearly doubles the degree. The law is 2% too high at $m=0.8$ because it replaces $W-m$ by $W$: $\sqrt{20/19.2}=1.02$. At $m=0.05$ it is slightly low. There $(\pi kT)^2/(8m^2)$ is about 0.012, and the true rate is smaller by roughly this fraction.

The measured error prefactor at $m=0.2$ is 0.645, against $2/\pi=0.637$. This is its value at one degree. As $N$ varies near 1696, the prefactor oscillates between about 0.974 and 1.014 times $2/\pi$. That is the value 0.994 of part (b), plus or minus the size $\pi kT/(4m)\approx2\%$ estimated for the dropped part. At $m=0$ the ellipse estimate is 6% above the measured degree, but this figure belongs to the chosen tolerance. There $\pi-\theta\approx\kappa$, so the coefficients oscillate on the same scale on which they decay, and the prefactor swings with $N$ between about 0.4 and 1.04 times $2/\pi$. At $\mathrm{tol}=3\times10^{-7}$, for example, the estimate is 367 and the measured degree is 368.

The degree at $m=0.2$ is $1696/8501=0.1995$ of the mid-band value, and $2\sqrt{m/W}=0.2$. Changing one parameter at a time separates the scalings:

- With $W$ raised to 80 hartree at fixed $m$, the degree is 3403, a factor of 2.01. At mid-band, where $m$ rises with $W$, the ellipse rate gives a factor of 4.00. The measured ratio is 3.99, slightly low because the set of points is too coarse to catch the largest error fully at the higher degree.
- With $kT$ divided by 4 at $m=0.2$, the degree is 6768, a factor of 3.99. At $m=0$ the same cooling raises it from 318 to 637, a factor of 2.00.

**The interval used in practice.** The length $m$ is measured from the lower end of the interval chosen for the scaling, which need not be the lowest eigenvalue. If the lower bound is set 0.6 hartree too low, $m$ becomes 0.8 and $W$ becomes 20.6, while $W-m$ stays at 19.8. The formula predicts a factor $\sqrt{0.8/0.2}=2$, and the measured degree rises from 1696 to 3385. The same slack at the top changes only $W-m$, from 19.8 to 20.4. The predicted factor is $\sqrt{20.4/19.8}=1.015$, and the measured degree is 1721.

It therefore pays to know the lower end well. For the error estimate on the interval to apply, however, the bound must not lie above the lowest eigenvalue. Outside the interval, at $x=-\cosh v$, one has $|T_k(x)|=\cosh kv$, which grows as $e^{kv}$, while the coefficients decay only as $e^{-k\kappa}$. For $v<\kappa$ the series still converges, but more slowly than on the interval. For $v>\kappa$ it diverges. The border lies only about $W\kappa^2/4\approx3\times10^{-4}$ hartree below the lower end in the example with $m=0.2$.

**A Hamiltonian matrix.** For a symmetric matrix, the error of the polynomial density matrix in the spectral norm is the largest error of the polynomial over the eigenvalues. It cannot exceed the largest error on the interval. Take one particle on a line of 160 points with spacing 0.3162 bohr and a weak cosine potential of amplitude 0.02 hartree. The spectral width is 20.00 hartree, and $\mu$ is placed 0.2 hartree above the lowest level.

The degree found on the interval is again 1696, and the matrix built by the Chebyshev recurrence differs from the one obtained by diagonalization by $8.4\times10^{-7}$. At half the degree, 848, the estimate for the interval is

$$\frac2\pi\,e^{-848.5\times0.0078875}\approx7.9\times10^{-4},$$

and the matrix error is $6.5\times10^{-4}$. It is somewhat smaller because the eigenvalues do not in general fall on the energy of largest error. The electron number, twice the trace, is 19.69958 by both routes. It is not an integer because $\mu$, and not the number of electrons, was prescribed.

In the plain three-term recurrence each further degree costs one multiplication by the Hamiltonian. When the degree is chosen from the error on the whole interval, placing $\mu$ 0.2 hartree above the bottom instead of at mid-band thus saves a factor of about five in multiplications at equal $kT$ and tolerance. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
width W = 20.0 hartree
m = mu - Emin = 0.20 hartree
kT = 0.0050 hartree, T = 1579 K
tolerance = 1e-06
pi*kT = 0.01571 hartree, pi*kT/m = 0.0785
ln(2/(pi*tol)) = 13.364
c_10: transform 5.775212e-02, pole sum 5.775212e-02
c_100: transform 5.316469e-03, pole sum 5.316469e-03
c_1000: transform -2.166547e-06, pole sum -2.166547e-06
kappa measured from coefficients = 0.0078875
kappa from ellipse = 0.0078875
kappa = pi kT/sqrt(m(W-m)) = 0.0078935
kappa = pi kT/sqrt(m W) = 0.0078540
error prefactor measured = 0.6451, 2/pi = 0.6366
m (hartree) | N measured | N ellipse | N sqrt(W m) law
0.05 | 857 | 859 | 851
0.10 | 1205 | 1203 | 1203
0.20 | 1696 | 1694 | 1702
0.40 | 2383 | 2382 | 2406
0.80 | 3334 | 3334 | 3403
mid-band: N measured 8501, ellipse 8507
N(m=0.2)/N(mid-band) = 0.1995
2 sqrt(m/W) = 0.2000
W x 4, m fixed: N = 3403, ratio 2.006
W x 4, mid-band: N = 33933, ratio 3.992
kT / 4, m fixed: N = 6768, ratio 3.991
m = 0: N measured 318, ellipse 337
m = 0, kT / 4: N = 637, ratio 2.003
m = 0, W x 4: N = 637, ratio 2.003
slack 0.6 hartree at bottom: N = 3385
slack 0.6 hartree at top: N = 1721
grid: 160 points, spacing 0.3162 bohr
grid: spectral width = 20.0024 hartree
grid: degree 1696, matrix error 8.36e-07
grid: degree 848, matrix error 6.47e-04
grid: electrons 2 Tr P = 19.699581
grid: electrons by diagonalization = 19.699582
```
